# Filled-trap layer at the depletion edge in n-type silicon

## Problem

A one-sided junction on uniformly doped n-type silicon is held under reverse bias. The silicon occupies $x>0$, with the junction interface at $x=0$. The bulk free-electron density is $N=1\times10^{15}\ \mathrm{cm^{-3}}$, and the relative permittivity is taken as 11.7. The silicon contains an electron trap whose level lies $\Delta E=E_F-E_T=0.30\ \mathrm{eV}$ below the Fermi energy in the neutral bulk.

The bands bend upward towards the interface and carry the trap level with them. Far inside the depletion region the level is above the Fermi energy and the trap is empty. Close to the depletion edge the bending is still too small for this, and the trap stays filled although hardly any free electrons remain around it. Such traps recapture electrons as fast as they emit them. They show no net emission, so they are excluded from the signal of a junction measurement.

1. How wide is this layer if the depletion edge is treated as sharp?
2. How does the width change at 200 K if the edge is defined by the measured capacitance?
3. At a total band bending of 5.0 eV, what fraction of a small trap density is found if the layer is ignored?

Energies are in eV and lengths in µm. The level $E_T$ is defined as the Fermi energy at which the trap is half filled, so any degeneracy factor is contained in it.

## Estimate by scaling

Let $U(x)$ be the upward bending of the electron energy relative to the bulk. Poisson's equation relates its second derivative to the fixed charge, $U''\sim q^2N/\varepsilon$. If the bending reaches $\Delta E$ over a length $\ell$, then $U''\sim\Delta E/\ell^2$, and

$$
\ell\sim\sqrt{\frac{\varepsilon\,\Delta E}{q^2N}} .
$$

For this silicon $qN/\varepsilon=1.5466\ \mathrm{V/\mu m^2}$, so

$$
\ell\sim\sqrt{\frac{0.30}{1.5466}}\ \mathrm{\mu m}=0.44\ \mathrm{\mu m}.
$$

The estimate fixes the dependence on $\Delta E$ and $N$, but not the numerical factor.

## Solution

### Where the trap changes its occupancy

Let $f$ be the probability that a trap is filled, $n$ the local free-electron density, $c$ the capture coefficient and $e_n$ the emission rate. If exchange with the valence band is negligible,

$$
\frac{df}{dt}=c\,n\,(1-f)-e_nf .
$$

In equilibrium capture and emission balance. At half filling this gives $e_n=c\,n_1$, where $n_1$ is the electron density when the Fermi energy coincides with the trap level. In the non-degenerate bulk the Fermi energy is higher than that by $\Delta E$, so $n_1=N e^{-\Delta E/kT}$.

Under reverse bias the electrons near the edge remain in good contact with the bulk. Their quasi-Fermi energy is therefore taken as flat up to the place where the occupancy changes, which gives $n(x)=N e^{-U(x)/kT}$. In steady state,

$$
f=\frac{n}{n+n_1}=\frac{1}{1+\exp\{[U(x)-\Delta E]/kT\}} .
$$

The trap is half filled where $U=\Delta E$. This crossing marks the inner boundary of the layer.

### Width with a sharp edge

In the depletion approximation there are no free electrons on the junction side of the edge, and the bulk beyond it is neutral. The fixed charge density in the filled layer is $+qN$. The reason is that the traps there have the same charge state as in the bulk, where the net fixed charge balances the free electrons. Thus $N$ already includes any compensation by filled acceptor traps.

Let $s$ be the distance from the edge towards the junction. The electrostatic potential $\phi$ obeys $\phi''=-qN/\varepsilon$. An electron has energy $U=-q\phi$, so

$$
\frac{d^2U}{ds^2}=\frac{q^2N}{\varepsilon}.
$$

At $s=0$ the field and the bending vanish. Two integrations give

$$
\frac{dU}{ds}=\frac{q^2N}{\varepsilon}s,\qquad
U(s)=\frac{q^2N}{2\varepsilon}s^2 .
$$

Setting $U(\lambda)=\Delta E$ yields

$$
\boxed{\lambda=\sqrt{\frac{2\varepsilon\,\Delta E}{q^2N}}}
$$

and, with the numbers of the problem,

$$
\lambda=\sqrt{\frac{2\times0.30}{1.5466}}\ \mathrm{\mu m}=0.62\ \mathrm{\mu m}.
$$

The field at the crossing is

$$
F=\frac{1}{q}\frac{dU}{ds}\bigg|_{\lambda}=\frac{qN\lambda}{\varepsilon}=\frac{2\Delta E}{q\lambda}=9.6\ \mathrm{kV/cm}.
$$

The applied voltage does not appear in $\lambda$. More reverse bias moves the edge and the crossing by the same distance. This requires the total bending to exceed $\Delta E$; with less bending there is no crossing, and the traps remain more than half filled right up to the interface.

### Width with the edge defined by capacitance

The free-electron density does not drop abruptly at a real edge. To include its tail, write $u=U/kT$ and keep the electrons in the charge density, $\rho=qN(1-e^{-u})$. The traps are taken as few, or as filled throughout, for this calculation. Holes are left out and all the bending is assumed to lie in the silicon, as suits a metal contact. Next to a heavily doped p-side, holes near the interface can shift the capacitance width by an amount comparable with the $kT$ correction found below, and this shift depends on bias. Poisson's equation becomes

$$
u''=\frac{1-e^{-u}}{L_D^2},\qquad L_D^2=\frac{\varepsilon kT}{q^2N},
$$

where primes now denote derivatives with respect to $x$. Multiplying by $u'$ makes both sides total derivatives:

$$
\frac{d}{dx}\left[\frac{(u')^2}{2}\right]=\frac{1}{L_D^2}\frac{d}{dx}\left(u+e^{-u}\right).
$$

In the bulk $u=u'=0$, where $u+e^{-u}=1$. This fixes the integration constant:

$$
(u')^2=\frac{2}{L_D^2}\left(u-1+e^{-u}\right).
$$

By Gauss's law the charge per area in the silicon is $Q=\varepsilon(kT/q)|u'_s|$, where the subscript $s$ denotes the interface. A voltage change $dV$ changes the surface bending by $du_s=q\,dV/kT$. The capacitance per area is therefore

$$
C=\frac{dQ}{dV}=\varepsilon\frac{d|u'_s|}{du_s}
=\frac{\varepsilon}{L_D}\,\frac{1-e^{-u_s}}{\sqrt{2(u_s-1+e^{-u_s})}} .
$$

Define the edge position by $W=\varepsilon/C$. For $u_s\gg1$ the exponentials can be dropped, and

$$
W=L_D\sqrt{2(u_s-1)} .
$$

The crossing is at $u_T=\Delta E/kT$. Since $u$ falls with increasing $x$, $dx=-du/|u'|$, and the distance from the interface to the crossing is

$$
x_T=L_D\int_{u_T}^{u_s}\frac{du}{\sqrt{2(u-1)}}
=L_D\left[\sqrt{2(u_s-1)}-\sqrt{2(u_T-1)}\right].
$$

Here $e^{-u}$ has been dropped again, which is justified when $u_T\gg1$. The surface term cancels in the difference $W-x_T$:

$$
\boxed{\lambda_C=W-x_T=L_D\sqrt{2(u_T-1)}=\sqrt{\frac{2\varepsilon(\Delta E-kT)}{q^2N}}}
$$

At 200 K, $kT=0.01723\ \mathrm{eV}$ and $u_T=17.4$, so the neglected exponential is of order $10^{-8}$. The width is

$$
\lambda_C=\sqrt{\frac{2\times(0.30-0.01723)}{1.5466}}\ \mathrm{\mu m}=0.605\ \mathrm{\mu m}.
$$

The subtraction of $kT$ has a simple geometrical meaning. Repeating the integral from the interface to any point with $u\gg1$ gives

$$
U(x)=kT+\frac{q^2N}{2\varepsilon}(W-x)^2 .
$$

Extrapolated to the capacitance edge, this parabola has the value $kT$, not zero. The remaining distance only has to supply the bending $\Delta E-kT$.

A finite-difference solution of the nonlinear Poisson equation, with the capacitance obtained from the response of the free electrons, gives 0.6047 µm at total bendings of both 5 eV and 2 eV. This confirms the independence of bias within the model without holes. At 300 K, with $\Delta E$, $N$ and $\varepsilon$ held fixed, it gives 0.595 µm, in agreement with the formula.

A large trap density can also be included in that solution. With $N_T=0.2N$ and the bulk free-electron density $N$ held fixed, the width is 0.6046 µm. If instead the donor density were held at $1\times10^{15}\ \mathrm{cm^{-3}}$ and acceptor traps of 0.2 times that density were added, the free-electron density would fall to $0.8\times10^{15}\ \mathrm{cm^{-3}}$. At fixed $\Delta E$ the sharp-edge width would then grow by $1/\sqrt{0.8}$, to 0.70 µm.

### Loss of signal

Suppose that all traps have first been filled by a pulse that removes the depletion region. The reverse bias is then restored, and the traps at $x<L$, with $L=W-\lambda$, empty. Each emission adds one positive elementary charge to the fixed charge: an acceptor changes from negative to neutral, a donor from neutral to positive.

To see how the edge responds, integrate $xU''$ by parts across the depletion region:

$$
\int_0^W xU''\,dx=\big[xU'\big]_0^W-\int_0^WU'\,dx=U(0),
$$

because $U'(W)=U(W)=0$ for a sharp edge. The fixed charge density is $q(N+N_T)$ for $x<L$ and $qN$ for $L<x<W$. The surface bending is therefore

$$
U(0)=\frac{q^2}{2\varepsilon}\left(NW^2+N_TL^2\right).
$$

It is held constant by the applied voltage. To first order in $N_T/N$, comparison with the state before emission gives

$$
NW\,\delta W+\frac{N_TL^2}{2}=0,\qquad
\frac{\delta W}{W}=-\frac{N_T}{2N}\left(\frac{L}{W}\right)^2 .
$$

The measuring frequency is taken to be too high for the traps to follow, so that $C=\varepsilon/W$. A shrinking depletion region then means a rising capacitance:

$$
\boxed{\frac{\Delta C}{C}=\frac{N_T}{2N}\left(1-\frac{\lambda}{W}\right)^2}
$$

Since $W$ is here the capacitance width, $\lambda_C$ is the consistent choice for $\lambda$. At 5.0 eV,

$$
W=\sqrt{\frac{2\times(5.0-0.01723)}{1.5466}}\ \mathrm{\mu m}=2.54\ \mathrm{\mu m},
$$

$$
\left(1-\frac{0.6047}{2.538}\right)^2=0.58 .
$$

Someone who ignored the layer would set $N_T=2N\,\Delta C/C$ and find 58% of the true density. The layer takes up 24% of the depletion width but removes 42% of the signal, because a charge contributes in proportion to its distance from the interface and the excluded traps are the most distant ones.

The numerical solution, which includes the electron tail and the gradual change of occupancy, gives $\Delta C/C=5.8\times10^{-4}$ for $N_T/N=0.002$, in agreement with the formula.

The loss depends on bias although $\lambda_C$ does not. At a total bending of 2.0 eV the same expressions give $W=1.60\ \mathrm{\mu m}$ and a factor of 0.39. For $W\gg\lambda$ the factor tends to one; as the bending falls towards $\Delta E$ it tends to zero.

If the pulse fills the traps only at $x>L_P$, the traps that empty lie between $L_P$ and $L$. The factor $L^2/W^2$ is then replaced by $(L^2-L_P^2)/W^2$.

## Comparison of estimate and solution

The scaling estimate is 0.44 µm and the sharp-edge result is 0.62 µm. Their ratio is $\sqrt2$. The estimate amounts to letting the final field $qN\ell/\varepsilon$ act over the whole length. In the solution the field grows linearly from zero, so its average is half the final value, and the length must be larger by $\sqrt2$ to reach the same bending.

Both expressions give the same trends. At fixed $\Delta E$, a tenfold increase of $N$ reduces the sharp-edge width from 0.62 to 0.20 µm. In a given sample $\Delta E$ itself depends on temperature. The Fermi energy lies $kT\ln(N_c/N)$ below the conduction band, where $N_c$ is the effective density of states of that band. This distance grows on warming, so a trap at a fixed depth below the band has a smaller $\Delta E$ and a narrower filled layer.

The estimate contains no temperature, whereas the full problem has a second energy, $kT$. The two definitions of the edge are related by

$$
\frac{\lambda_C}{\lambda}=\sqrt{1-\frac{kT}{\Delta E}}=0.97
$$

at 200 K, a reduction of 3% relative to the sharp-edge width. It becomes important for shallow crossings, and the formula for $\lambda_C$, which neglects $e^{-\Delta E/kT}$, fails as $\Delta E$ approaches $kT$.

Temperature also blurs the inner boundary. The occupancy falls from 90% to 10% while $U$ rises by $2kT\ln9=0.076\ \mathrm{eV}$. With the electron tail included, the field at the crossing is $qN\lambda_C/\varepsilon=0.935\ \mathrm{V/\mu m}$, so this change takes about 0.081 µm. That is 13% of $\lambda$: the layer has a well-defined width, but not a sharp boundary.

## The real case and the limits of the model

The parameters resemble a phosphorus–vacancy pair in lightly doped n-type silicon, whose level lies roughly 0.45 eV below the conduction band. With a rough density-of-states mass of 1.08 electron masses, the Fermi energy at 200 K is 0.166 eV below the band, which puts the model trap at 0.47 eV. If the doping is not uniform, the value that matters is the one between the crossing and the edge. A local density 10% below the assumed one widens the layer by about 5%, or 0.03 µm.

Time is a stricter condition. At the crossing capture and emission are equally fast, so the occupancy relaxes at the rate $2e_n$. A rough capture cross-section of $10^{-15}\ \mathrm{cm^2}$ gives $e_n=0.52\ \mathrm{s^{-1}}$ and a relaxation time of about 1 s. Deeper in the depletion region capture is negligible and the traps empty at the slower rate $e_n$, with a time constant of 1.9 s; this rate governs the capacitance signal, which reaches about 93% of its final value after 5 s. The steady state is therefore reached only after several seconds. A much shorter filling pulse does not fill traps up to the steady-state crossing that belongs to the pulse voltage, and $L_P$ must then be found from the capture rate and the pulse length.

Several smaller effects can be sized for the same example:

- If the quoted trap energy omits a degeneracy factor of 2, the crossing energy shifts by $kT\ln2$ and the width by about 0.012 µm. A 2% error in permittivity changes the width by 0.006 µm.
- Dopants are discrete. Adding the Coulomb potentials of randomly placed charges within a distance $\lambda$ gives a variance $q^2N\lambda/(4\pi\varepsilon^2)$, hence a fluctuation of roughly 11 mV. Divided by the field at the crossing, this is a local displacement of about 0.01 µm.
- About 0.18% of the donors are un-ionised in the bulk, for a rough donor depth of 0.045 eV. They ionise in the depleted layer and change $\lambda$ by about 0.1%.
- For equal prefactors and a rough gap of 1.15 eV, hole emission is slower than electron emission by a factor of about $3\times10^{-6}$. For a trap near or below midgap this neglect would fail.
- A current tilts the quasi-Fermi energy. With a rough mobility of $3000\ \mathrm{cm^2/(V\,s)}$, a leakage of about $1\times10^{-5}\ \mathrm{A/cm^2}$ raises it by $0.1kT$ at the crossing relative to the bulk. This is only an order of magnitude, because low-field drift-diffusion is outside its range here: $\mu F\approx2.8\times10^{7}\ \mathrm{cm/s}$ exceeds the saturation velocity of roughly $1.1\times10^{7}\ \mathrm{cm/s}$. The electrons that carry the current also keep some traps filled throughout the depletion region. At $1.2\times10^{-5}\ \mathrm{A/cm^2}$ the signal factor falls from 0.58 to 0.55 with the constant mobility, and about a fifth of the traps stay filled if the electrons move at the saturation velocity. The flat level assumed here needs a leakage well below this value.
- The peak field at 5.0 eV is 39 kV/cm, well below a rough breakdown field of 300 kV/cm.

The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
Trap below Fermi energy: 0.30 eV
Bulk electron density N: 1.0e+15 cm^-3
Relative permittivity: 11.7
Band curvature qN/eps: 1.5466 V/um^2
Sharp-edge width, formula: 0.6229 um
Sharp-edge width, integrated: 0.6229 um
Field at crossing: 9.63 kV/cm
Temperature: 200 K
Thermal energy kT: 0.01723 eV
Debye length: 0.1056 um
Total band bending: 5.0 eV
Capacitance width W: 2.538 um
Width from capacitance edge, 200 K, 5 eV: 0.6047 um
Same, 200 K, 2 eV bending: 0.6047 um
Same, 300 K, 5 eV bending: 0.5954 um
Formula with dE - kT, 200 K: 0.6047 um
Same edge, trap density 0.2 N: 0.6046 um
Occupancy 90% to 10% layer: 0.0812 um
Signal factor (1-lam/W)^2: 0.5803 (no unit)
Test trap density / N: 0.0020 (no unit)
Computed signal dC/C: 5.8033e-04 (no unit)
Formula signal dC/C: 5.8031e-04 (no unit)
Rough density-of-states mass: 1.08 m_e
Rough thermal-velocity mass: 0.26 m_e
Band density of states Nc: 1.53e+19 cm^-3
Fermi energy below band edge: 0.166 eV
Trap below band edge: 0.466 eV
Rough capture cross-section: 1.0e-15 cm^2
Emission rate: 0.52 s^-1
Settling time at crossing: 0.97 s
Width shift, degeneracy factor 2: 0.0123 um
Width shift, permittivity 2% off: 0.0063 um
Rough donor depth: 0.045 eV
Un-ionised donor fraction: 0.18 %
Random-dopant potential, rough: 10.9 mV
Rough band gap: 1.15 eV
Hole/electron emission, rough: 3.2e-06 (no unit)
Rough mobility: 3000 cm^2/(V s)
Leakage for 0.1 kT level drop: 1.2e-05 A/cm^2
Peak field at interface: 39.3 kV/cm
Rough breakdown field: 300 kV/cm
```
